# Silicon's X conduction level with and without the s* orbital

## Question

I am learning the nearest-neighbour sp³s\* tight-binding model for silicon. I know that s\* is an extra s-like orbital standing in for higher states, and that it is supposed to push the conduction band down near X. I would like to see this by hand instead of trusting a 10×10 diagonalization.

My parameters are the Vogl ones, in eV:

- on-site: $E_s=-4.2000$, $E_p=1.7150$, $E_{s^*}=6.6850$
- between neighbours: $V_{ss}=-8.3000$, $V_{xx}=1.7150$, $V_{xy}=4.5750$, $V_{sp}=5.7292$, $V_{s^*p}=5.3749$

What is the lowest conduction level at X with s\*, and what is it if I delete s\*? I tried second-order perturbation theory for the shift and landed far below the valence top, so I also doubt the word "repulsion". Is that really what happens?

## Answer

It is level repulsion, but too strong for second-order perturbation theory. At X the 10×10 matrix splits into blocks small enough to solve by hand.

I write $V=V_{sp}$, $W=V_{s^*p}$ and $E_x=E_{s^*}$. Spin-orbit coupling is left out, and energies are measured from the valence top at Γ. I keep four decimals so that the arithmetic can be followed; the model does not predict silicon that finely.

### 1. The Hamiltonian at X

Each atom A has four neighbours B, at

$$\mathbf d=\tfrac a4(1,1,1),\ \tfrac a4(1,-1,-1),\ \tfrac a4(-1,1,-1),\ \tfrac a4(-1,-1,1).$$

At X, $\mathbf k=(2\pi/a)(1,0,0)$, so $\mathbf k\cdot\mathbf d=\pm\pi/2$, with the sign of $d_x$. The four phase factors $e^{i\mathbf k\cdot\mathbf d}$ are $i,\,i,\,-i,\,-i$.

A Bloch matrix element sums these phases, weighted by the signs that the orbitals give to each bond. Four sums occur:

- No sign: $g_0=\frac14(i+i-i-i)=0$.
- Sign of $d_x$: $g_1=\frac14[i+i-(-i)-(-i)]=i$.
- Sign of $d_y$: $g_2=\frac14[i-i+(-i)-(-i)]=0$.
- Sign of $d_z$: $g_3=\frac14[i-i-(-i)+(-i)]=0$.

The Vogl elements are defined to multiply these sums, factor 1/4 included. The elements between A and B are then as follows.

- s–s and $p_x$–$p_x$ carry $g_0$ and vanish. So do $p_y$–$p_y$ and $p_z$–$p_z$.
- An s orbital on A couples to $p_x,p_y,p_z$ on B through $Vg_1,Vg_2,Vg_3$. Only $p_x$ survives, with element $iV$. For s\* it is $iW$.
- $p_x$–$p_y$ has the sign of $d_xd_y$, which for these four bonds is the sign of $d_z$. It carries $g_3$ and vanishes. Likewise $p_x$–$p_z$ carries $g_2$ and vanishes.
- $p_y$–$p_z$ has the sign of $d_yd_z$, which is that of $d_x$. It survives, with element $iV_{xy}$.

The model has no s–s\* or s\*–s\* coupling.

The $p_y,p_z$ orbitals therefore form two separate pairs, each with equal diagonal energies $E_p$ and coupling of magnitude $V_{xy}$. They give

$$E_p\pm V_{xy}=6.2900\ \text{eV and}\ -2.8600\ \text{eV},$$

each twice. These levels do not involve s\*.

The remaining orbitals split into $\{s_A,p_{xB},s^*_A\}$ and $\{s_B,p_{xA},s^*_B\}$. Reversing a bond changes the sign of an s–p element, and the Hermitian conjugate changes the sign of $i$, so the two blocks are identical. Multiplying the p orbital by $-i$ removes the phase without changing the energies:

$$H_3=\begin{pmatrix}E_s&V&0\\V&E_p&W\\0&W&E_x\end{pmatrix}.$$

Here s and s\* interact only through the p orbital between them.

### 2. Delete s\*

Deleting s\* means removing the last row and column and keeping every other parameter fixed. Then

$$(E-E_s)(E-E_p)=V^2,$$

a quadratic with solutions

$$E_\pm=\frac{E_s+E_p}{2}\pm\sqrt{\left(\frac{E_p-E_s}{2}\right)^2+V^2}.$$

Numerically,

$$E_\pm=-1.2425\pm\sqrt{2.9575^2+5.7292^2}=-1.2425\pm6.4475,$$

so $E_-=-7.6900$ eV and $E_+=5.2050$ eV, each twice.

Now count electrons. There are eight valence electrons per two-atom cell and two spins per orbital level, so four levels are filled at each $\mathbf k$. At X these are the pair at $-7.69$ eV and the pair at $-2.86$ eV. The next pair is at 5.205 eV, below the p-only pair at 6.29 eV. Without s\*, the lowest X conduction level is thus $E_+=5.205$ eV.

### 3. Put s\* back

Let $c_s,c_p,c_x$ be the amplitudes on s, p and s\*. The rows of $H_3$ give

$$(E-E_s)c_s=Vc_p,\qquad(E-E_x)c_x=Wc_p,$$

$$(E-E_p)c_p=Vc_s+Wc_x.$$

Insert the first two into the third and divide by $c_p$:

$$E-E_p=\frac{V^2}{E-E_s}+\frac{W^2}{E-E_x}.\tag{1}$$

Move everything to the left and call it $f(E)$. Its derivative is

$$f'(E)=1+\frac{V^2}{(E-E_s)^2}+\frac{W^2}{(E-E_x)^2}>0.$$

Between $E_s$ and $E_x$, $f$ rises from $-\infty$ to $+\infty$, so there is one root in that interval. It is the middle of the three.

To find it, subtract the mean on-site energy $m=(E_s+E_p+E_x)/3=1.4000$ eV and set $E=m+x$. The shifted on-site energies are

$$\delta_s=-5.600,\qquad\delta_p=0.315,\qquad\delta_x=5.285\ \text{eV}.$$

The determinant condition is

$$(x-\delta_s)(x-\delta_p)(x-\delta_x)-V^2(x-\delta_x)-W^2(x-\delta_s)=0.$$

The shifted energies sum to zero, so there is no $x^2$ term. Squaring that zero sum also gives $\delta_s\delta_p+\delta_p\delta_x+\delta_s\delta_x=-\frac12(\delta_s^2+\delta_p^2+\delta_x^2)$. Hence

$$x^3-Px-D=0,$$

$$P=\tfrac12(\delta_s^2+\delta_p^2+\delta_x^2)+V^2+W^2=91.4085\ \text{eV}^2,$$

$$D=\delta_s\delta_p\delta_x-V^2\delta_x-W^2\delta_s.$$

The three terms of $D$ are $-9.323$, $-173.473$ and $+161.781$, which add to $-21.015$ eV³.

Because $P$ is large, the small root follows from iterating $x=(x^3-D)/P$. Starting at zero gives $x=0.2299$ eV, and the next step gives $0.2300$ eV, after which these digits stay fixed. So

$$E=1.4000+0.2300=1.6300\ \text{eV}.$$

This lies between $E_s$ and $E_x$, so it is the middle root. The other two roots are $-8.2737$ and $10.8437$ eV. The filled pairs are now at $-8.27$ and $-2.86$ eV, which makes 1.630 eV the lowest conduction level.

The lowering is

$$5.2050-1.6300=3.5750\ \text{eV},$$

or $5.73\times10^{-19}$ J. To the accuracy worth remembering, s\* moves the level from 5.2 to 1.6 eV.

### 4. Why this is repulsion, and why perturbation theory failed

First diagonalize the s–p part, then couple its two states to s\*. Since s\* touches only p, we need the p weight $w$ of the $E_+$ state. From $c_s=Vc_p/(E_+-E_s)$,

$$w=\frac1{1+V^2/(E_+-E_s)^2}.$$

Use $V^2=(E_+-E_s)(E_+-E_p)$, then $E_s+E_p=E_++E_-$:

$$w=\frac{E_+-E_s}{2E_+-E_s-E_p}=\frac{E_+-E_s}{E_+-E_-}=\frac{9.405}{12.895}=0.729.$$

The coupling of this state to s\* is $W\sqrt w=4.590$ eV, while the separation is only $E_x-E_+=1.480$ eV. Second-order theory requires the coupling to be much smaller than the separation. Here it gives

$$E_+-\frac{W^2w}{E_x-E_+}=-9.03\ \text{eV},$$

which is presumably your result. The expansion is at fault, not the idea of repulsion.

Treating just these two states without expansion gives

$$\frac{E_++E_x}{2}-\sqrt{\left(\frac{E_x-E_+}{2}\right)^2+W^2w}=1.30\ \text{eV}.$$

That is already close to 1.63 eV. The missing piece is the $E_-$ state, whose p weight is $1-w$. With it included, the condition for a level is

$$h(E)=E-E_x-\frac{W^2w}{E-E_+}-\frac{W^2(1-w)}{E-E_-}=0.\tag{2}$$

At the two-level energy the first three terms cancel and the last is negative, so $h<0$ there. Between $E_-$ and $E_+$, $h$ increases and tends to $+\infty$ just below $E_+$. The true root must therefore lie above 1.30 eV and below $E_+$. The lower state pushes the level back up by about 0.33 eV, but it cannot undo the lowering.

Three variations, each solved from equation (1) with all other parameters held fixed, show the same mechanism:

- Halving $W$ puts the level at 3.59 eV. The lowering is then 1.61 eV, nearly half of the full value. A quadratic law would give a quarter.
- Sending $E_x\to\infty$ removes the last term of (1), and the level returns to $E_+$.
- Moving s\* to $-20$ eV, below the s–p states, raises the level that was $E_+$ to 6.03 eV, now the highest root of (1). Repulsion acts away from the added orbital, so its direction reverses.

### 5. What the two orbitals do to p

Equation (1) has a direct reading. At $E=1.630$ eV its right-hand side is

$$\frac{V^2}{E-E_s}+\frac{W^2}{E-E_x}=5.630-5.715=-0.085\ \text{eV}.$$

The s orbital below pushes the p level up, s\* above pushes it down, and the two nearly cancel. The level ends slightly below $E_p=1.715$ eV.

Without s\*, this is impossible at fixed $E_p$. Since $E_s<E_p$, the square root in $E_+$ is at least $(E_p-E_s)/2$, so $E_+\ge E_p$ for every $V$. The other candidate, $E_p+V_{xy}$, is also above $E_p$ for positive $V_{xy}$.

With s\*, the root falls below $E_p$ when $f(E_p)>0$, that is, when

$$\frac{W^2}{E_x-E_p}>\frac{V^2}{E_p-E_s}.$$

Here the two sides are 5.813 and 5.549 eV, so the condition holds by a small margin.

The state itself is thoroughly mixed. Relative to $c_p=1$, the amplitudes are $c_s=V/(E-E_s)=0.983$ and $c_x=W/(E-E_x)=-1.063$. Squaring and normalizing gives weights of 31% s, 32% p and 37% s\*. It would be misleading to call it a p state with a small s\* correction.

### 6. From X to the silicon valley

The X level is not the band gap. At $\mathbf k=(2\pi/a)(q,0,0)$, put $\theta=\pi q/2$. The phases become $e^{\pm i\theta}$, giving $g_0=\cos\theta$, $g_1=i\sin\theta$ and $g_2=g_3=0$. Now s–s and $p_x$–$p_x$ couplings survive. In the sums of A and B orbitals, the 3×3 block keeps its form with

$$E_s\to E_s+V_{ss}\cos\theta,\qquad E_p\to E_p+V_{xx}\cos\theta,$$

$$V\to V\sin\theta,\qquad W\to W\sin\theta,$$

and $E_x$ unchanged. The differences of A and B orbitals give a second block with $\cos\theta\to-\cos\theta$.

Minimizing the middle root of the first block numerically gives 1.17 eV at $q=0.73$. This is the model's version of the valley that carries electrons in an n-type silicon channel. Deleting s\* at that same $\mathbf k$ gives 4.65 eV, so s\* lowers the level there by about 3.5 eV too. Without s\* the level has no minimum at that point.

At Γ all bond phases are 1, so $g_1=g_2=g_3=0$ and s\* decouples. The lowest conduction level there is $E_p+V_{xx}=3.43$ eV in both cases. A numerical scan from Γ to X without s\* has its minimum at Γ. Along this line, then, s\* turns a conduction minimum at the zone centre into the off-centre valley.

### 7. How far to trust it for real silicon

The low-temperature gap of silicon is roughly 1.2 eV, with minima roughly 85% of the way to X. The model's gap is good, but its valley at 73% is too close to Γ. The X level derived above is also too high: it lies 0.46 eV above the model's valley, whereas in silicon X lies only roughly 0.13 eV above the minimum, so 1.63 eV overestimates the real X level by about 0.3 eV. For a lattice constant of about 0.54 nm, the numerical band curvature $\hbar^2/m$ at the minimum gives a longitudinal mass of about 0.7 $m_0$ and a transverse mass of about 1.6 $m_0$. Rough silicon values are 0.92 and 0.19 $m_0$. The transverse mass is more than eight times too large, a serious fault in a channel calculation: for a parabolic band in a hard-walled well, confinement energy scales as $1/m$, so confinement along a transverse axis would be underestimated by that factor. In the roughly triangular well of a gated inversion layer the energy scales as $m^{-1/3}$ instead, and the factor is about 2. Real devices also work near room temperature. A Varshni estimate with rough constants, $(5\times10^{-4}\ \text{eV/K})T^2/(T+600\ \text{K})$, reduces the gap by 0.05 eV at 300 K. Adding spin-orbit coupling with a rough valence splitting of 0.044 eV raises the valence top by one third of that, about 15 meV, and hardly moves the X level itself. Both effects are small beside 3.6 eV.

The 3.6 eV is not a measurable energy of silicon. It is the effect of deleting one orbital while holding the other parameters at values chosen for the full sp³s\* model. A refitted sp³ model would in general have different parameters and a different X level, depending on which energies are fitted. What the deletion does show is how this model obtains its low conduction valley: s\* pushes down on the p component against the upward push from s. At X the two pushes nearly cancel; at the valley the downward one is clearly larger, about 4.4 eV against 3.1 eV.
